\section*{Curvature of the Mass-Weighted Steepest-Descent Path at an Index-One Saddle, part 2}

A steepest-descent reaction path leaves a saddle point of the potential energy $V$, and its curvature there is wanted. The gradient vanishes at the saddle, so the direction of descent is a quotient $0/0$. Evaluating the curvature from the local gradient and Hessian after a first step along the unstable eigenvector can therefore give a wrong number, however short the step.

The Cartesian nuclear coordinates are $X_a$, with masses $m_a$ and saddle values $X_a^\ddagger$. The orthonormal eigenvectors $L_{ai}$ of the mass-weighted Hessian at the saddle define normal coordinates, with eigenvalues $\lambda_i$: $q_1$ is the reaction mode, with $\lambda_1<0$, and $q_i$, $i\ge2$, are the transverse modes, with $\lambda_i>0$. Indices $i,j$ on cubic constants denote transverse modes. $V$ is measured from the saddle, $g$ is its gradient and $H$ its Hessian in these coordinates. The cubic constants are $F_{abc}=\partial^3V/\partial q_a\partial q_b\partial q_c$ at $q=0$, so $V$ contains the term $\frac12F_{i11}q_iq_1^2$. Units are eV, amu and \AA, with $q$ in $\mathrm{amu^{1/2}\,\AA}$.

The arc length $s$ is zero at the saddle and increases downhill. The path obeys $dq/ds=-g/|g|$; the same curves are generated by $dq/d\tau=-g$, with $\tau$ a different parameter. Hence
\begin{equation}
\frac{dq_i}{dq_1}=\frac{g_i}{g_1}.
\label{eq:ratio}
\end{equation}
Matching both sides near the saddle gives the path
\begin{equation}
q_1=s+O(s^3),\qquad q_i=\tfrac12\kappa_is^2+o(s^2),\qquad
\kappa_i=-\frac{F_{i11}}{\lambda_i+2|\lambda_1|},
\label{eq:restate}
\end{equation}
with total curvature $|\kappa|=(\sum_i\kappa_i^2)^{1/2}$. The constant $F_{111}$ does not enter $\kappa_i$.

A path started on the eigenvector line at $q_1=\varepsilon$, $q_i=0$, approaches this parabola, at leading order, with a relative deviation of magnitude $(\varepsilon/q_1)^{2+\rho_i}$, where $\rho_i=\lambda_i/|\lambda_1|$.

\subsection{The local curvature expression near the saddle}

Away from the saddle the unit tangent is $v=-g/|g|$. Along the path $dg/ds=Hv$, and hence $d|g|/ds=g\cdot Hv/|g|=-v\cdot Hv$. The quotient rule gives
\begin{equation}
\frac{dv}{ds}=-\frac{Hv}{|g|}+\frac{g}{|g|^2}\frac{d|g|}{ds}
=-\frac{Hv-v\,(v\cdot Hv)}{|g|}.
\label{eq:local}
\end{equation}
The last step used $g=-|g|v$. This expression needs no third derivatives, but near the saddle its numerator and denominator both vanish.

Consider a point at $q_1=\varepsilon>0$ with $q_i=\frac12\eta_i\varepsilon^2$. The path has $\eta_i=\kappa_i$, and the bare eigenvector line has $\eta_i=0$. To leading order $|g|=|\lambda_1|\varepsilon$ and $g_i=\frac12(\lambda_i\eta_i+F_{i11})\varepsilon^2$, so
\begin{equation}
v_i=u_i\varepsilon,\qquad
u_i=-\frac{\lambda_i\eta_i+F_{i11}}{2|\lambda_1|}.
\label{eq:u}
\end{equation}
The Hessian element $H_{i1}$ is $F_{i11}\varepsilon$, and the transverse block is diagonal at leading order. Therefore $(Hv)_i=(F_{i11}+\lambda_iu_i)\varepsilon$ and $v\cdot Hv=-|\lambda_1|$. Inserted into Eq.~\eqref{eq:local},
\begin{equation}
\lim_{\varepsilon\to0}\frac{dv_i}{ds}
=-\frac{F_{i11}+(\lambda_i+|\lambda_1|)\,u_i}{|\lambda_1|}.
\label{eq:limit}
\end{equation}

On the path the tangent is $v_i=\kappa_is$, so $u_i=\kappa_i$, and the left side is also $\kappa_i$. Equation~\eqref{eq:limit} then reads $|\lambda_1|\kappa_i=-F_{i11}-(\lambda_i+|\lambda_1|)\kappa_i$. Collecting $\kappa_i$ reproduces Eq.~\eqref{eq:restate} by a second route.

On the eigenvector line $u_i=-F_{i11}/(2|\lambda_1|)$, and the limit is
\begin{equation}
-\frac{F_{i11}}{|\lambda_1|}\Big(1-\frac{\lambda_i+|\lambda_1|}{2|\lambda_1|}\Big)
=-\frac{F_{i11}\,(|\lambda_1|-\lambda_i)}{2\lambda_1^2}.
\label{eq:false}
\end{equation}
This is the curvature of a neighbouring descent line that misses the saddle. For $\lambda_i>|\lambda_1|$ it has the opposite sign to $\kappa_i$. A smaller $\varepsilon$ does not help, because the position error $\frac12\kappa_i\varepsilon^2$ shrinks in the same proportion as the path's own displacement. Varying $\eta_i$ in Eqs.~\eqref{eq:u} and \eqref{eq:limit} shows how a position error passes into the curvature:
\begin{equation}
\delta\Big(\frac{dv_i}{ds}\Big)=A_i\,\delta\eta_i,\qquad
A_i=\frac{\lambda_i(\lambda_i+|\lambda_1|)}{2\lambda_1^2}.
\label{eq:amplify}
\end{equation}

For an implementation this gives a definite order of work. At the saddle, $\kappa_i$ is taken from Eq.~\eqref{eq:restate}. The first point is placed on the parabola, which in Cartesian coordinates is
\begin{equation}
X_a=X_a^\ddagger+\frac{1}{\sqrt{m_a}}
\Big(\pm L_{a1}s+\frac{s^2}{2}\sum_iL_{ai}\kappa_i\Big),
\end{equation}
with the upper or lower sign for the two branches. Equation~\eqref{eq:local} is used once the integrated path has forgotten its starting error.

\subsection{Two neighbouring curves}

Two other curves through the saddle are easily confused with the steepest-descent path. The valley floor is the minimum of $V$ over the transverse modes at fixed $q_1$. Setting $\lambda_iq_i+\frac12F_{i11}q_1^2=0$ gives its curvature
\begin{equation}
\kappa_i^{\mathrm{floor}}=-\frac{F_{i11}}{\lambda_i}.
\end{equation}
The second curve is the classical trajectory that leaves the saddle with vanishing initial speed, governed by $\ddot q=-g$. Its reaction coordinate grows as $q_1=ae^{\Omega t}$ with $\Omega^2=|\lambda_1|$. The transverse equation is then
\begin{equation}
\ddot q_i+\lambda_iq_i=-\tfrac12F_{i11}a^2e^{2\Omega t}.
\end{equation}
The solution that tends to the saddle as $t\to-\infty$ contains no free oscillation and is proportional to $e^{2\Omega t}$. Two time derivatives supply the factor $4\Omega^2=4|\lambda_1|$, so
\begin{equation}
\kappa_i^{\mathrm{traj}}=-\frac{F_{i11}}{\lambda_i+4|\lambda_1|}.
\end{equation}

The three denominators have one origin. The transverse force is proportional to $q_1^2$ and grows at twice the rate of $q_1$. The valley floor follows this force without delay. In the first-order equation $dq/d\tau=-g$ the delay adds $2|\lambda_1|$ to $\lambda_i$, and in Newton's second-order equation inertia adds $(2\Omega)^2$. For every mode with $F_{i11}\neq0$ the steepest-descent curvature lies between the other two. Its fraction of the valley-floor value is $\lambda_i/(\lambda_i+2|\lambda_1|)$, so soft modes lag most.

\subsection{A case with all cubic constants present}

The formula was tested on three masses on a line, 15, 1 and 17 amu, at positions $X_A$, $X_H$ and $X_B$. The two bonds are Morse functions $D[1-e^{-\alpha(r-r_0)}]^2$ with $D=4.0$ and $4.4$~eV, $\alpha=2\ \mathrm{\AA^{-1}}$ and $r_0=1$~\AA. Springs of $20\ \mathrm{eV\,\AA^{-2}}$ tie the outer masses to the points 0 and 3.3~\AA. The saddle lies at $X_A=0.1995$, $X_H=1.5718$ and $X_B=3.1005$~\AA. The Hessian eigenvalues are $-4.6479$, $1.0981$ and $1.2940\ \mathrm{eV\,amu^{-1}\,\AA^{-2}}$. With every eigenvector oriented so that its hydrogen component is positive, $F_{211}=-6.0984$ and $F_{311}=5.5317\ \mathrm{eV\,amu^{-3/2}\,\AA^{-3}}$. Then
\begin{align}
\kappa_2&=\frac{6.0984}{1.0981+9.2958}=0.5867\ \mathrm{amu^{-1/2}\,\AA^{-1}},\\
\kappa_3&=-\frac{5.5317}{1.2940+9.2958}=-0.5224\ \mathrm{amu^{-1/2}\,\AA^{-1}}.
\end{align}
For comparison, $dq_i/dq_1=g_i/g_1$ was integrated with the full gradient on both sides of the saddle, from the eigenvector line at $10^{-5}\ \mathrm{amu^{1/2}\,\AA}$. The displacements at 0.01 and 0.02, averaged over the two sides and extrapolated to zero distance, give $0.58673$ and $-0.52236$. The formula gives the same five digits. The large constant $F_{111}=-16.7\ \mathrm{eV\,amu^{-3/2}\,\AA^{-3}}$ has no influence, as derived. Integrated Newtonian trajectories give $0.30973$ and $-0.27818$, again equal to the formula in the digits shown.

\subsection{Worked example}

The example has a reaction mode of $1200i\ \mathrm{cm^{-1}}$, a barrier $V_0=0.7$~eV, and transverse modes 2, 3 and 4 at 300, 900 and $1700\ \mathrm{cm^{-1}}$. Their cubic constants are $F_{i11}=1$, $6$ and $-15\ \mathrm{eV\,amu^{-3/2}\,\AA^{-3}}$. The potential is
\begin{equation}
V=-\frac{|\lambda_1|}{2}q_1^2+\frac{\lambda_1^2}{16V_0}q_1^4
+\sum_i\frac{\lambda_i}{2}\Big(q_i+\frac{F_{i11}}{2\lambda_i}q_1^2\Big)^2 .
\label{eq:model}
\end{equation}
The cross term of each square is $\frac12F_{i11}q_iq_1^2$, as the definition of $F_{i11}$ requires. On the valley floor the squares vanish. The remaining function of $q_1$ has minima at $q_1^2=4V_0/|\lambda_1|$, where it equals $-2V_0+V_0=-V_0$.

An eigenvalue is the square of the angular frequency, $|\lambda|=(2\pi c\tilde\nu)^2$ for a wavenumber $\tilde\nu$. This gives $\lambda_1=-5.295$ and $\lambda_i=0.331$, $2.979$ and $10.628\ \mathrm{eV\,amu^{-1}\,\AA^{-2}}$. Adding $2|\lambda_1|=10.591$ to each $\lambda_i$,
\begin{equation}
\kappa_2=-\frac{1}{10.922}=-0.092,\quad
\kappa_3=-\frac{6}{13.570}=-0.442,\quad
\kappa_4=\frac{15}{21.219}=0.707,
\end{equation}
in $\mathrm{amu^{-1/2}\,\AA^{-1}}$. The total is $|\kappa|=0.839\ \mathrm{amu^{-1/2}\,\AA^{-1}}$, or $0.444\ \mathrm{amu^{-1/2}}$ per bohr, and the radius of curvature is $1.19\ \mathrm{amu^{1/2}\,\AA}$.

The three curves differ strongly:
\begin{center}
\begin{tabular}{lrrrr}
Curvature ($\mathrm{amu^{-1/2}\,\AA^{-1}}$) & mode 2 & mode 3 & mode 4 & total\\
valley floor & $-3.02$ & $-2.01$ & $1.41$ & $3.90$\\
steepest descent & $-0.09$ & $-0.44$ & $0.71$ & $0.84$\\
slow trajectory & $-0.05$ & $-0.25$ & $0.47$ & $0.535$
\end{tabular}
\end{center}
The softest mode dominates the valley floor and contributes least to the path, which takes up 3\% of its valley-floor curvature. For mode 4 the share is 50\%.

The local expression on the eigenvector line tends to $-0.089$, $-0.248$ and $-1.426$, in the same units. Equation~\eqref{eq:amplify} explains the pattern. For mode 4, $A_4=10.628\times15.923/(2\times5.295^2)=3.02$. The position error $\delta\eta_4=-\kappa_4$ changes the result to $(1-3.02)\kappa_4=-1.43$. For mode 2 the factor is $0.03$, and the false value is nearly right. Evaluated at $q_1=\pm10^{-3}\ \mathrm{amu^{1/2}\,\AA}$ and averaged, the local expression agreed with Eq.~\eqref{eq:false} within 0.2\% of the length of the vector. After integration to $q_1=10\varepsilon$, the product of $A_i$ and the deviation $10^{-(2+\rho_i)}$ is largest for mode 3, where it is about 0.1\% of $\kappa_3$ at leading order.

\subsection{Effects outside the parabola}

The first neglected effect is the higher-order shape of the path. The transverse displacement, integrated with the full potential, compares with the parabola as follows. The error is the length of the difference vector relative to the integrated displacement.
\begin{center}
\begin{tabular}{cccc}
$q_1$ ($\mathrm{amu^{1/2}\,\AA}$) & path & parabola & error\\
0.1 & 0.00426 & 0.00419 & 1.5\%\\
0.2 & 0.01785 & 0.01678 & 6\%\\
0.3 & 0.04379 & 0.03775 & 14\%
\end{tabular}
\end{center}
The error grows roughly as $q_1^2$. The model is even in $q_1$, so the first correction to $q_i$ is of order $q_1^4$. The parabola cannot be continued to the well at $q_1=0.727$. The well lies on the valley floor, with a transverse displacement of $\frac12\times3.90\times0.727^2=1.03\ \mathrm{amu^{1/2}\,\AA}$, where the parabola gives $0.22$. At $q_1=0.3$ the length of the transverse displacement is only about 4\% of its value in the well.

Inertia is the second effect. A slow classical trajectory leaves the saddle with a total curvature 36\% below that of the path. The path is a geometric reference and does not predict the motion.

Tunnelling is the third. A parabolic barrier transmits a particle of energy $E$, measured from its top, with probability $1/(1+e^{-2\pi E/\hbar\Omega})$. With $x=E/k_BT$ and $u=\hbar\Omega/k_BT<2\pi$, the thermal average relative to the classical flux is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{y^{-u/2\pi}}{1+y}\,dy
=\frac{u/2}{\sin(u/2)},
\end{equation}
where $y=e^{2\pi x/u}$ and $\int_0^\infty y^{p-1}/(1+y)\,dy=\pi/\sin\pi p$ for $0<p<1$. The condition $u=2\pi$ defines a crossover temperature, here 275~K. At 500~K the factor is 1.75. It treats the reaction mode alone and leaves out any effect of the curvature on tunnelling.

The fourth effect is the transverse spread. For a point displaced from the path by $\sum_iq_in_i$, with unit normals $n_i$, orthogonality gives $v\cdot dn_i/ds=-n_i\cdot dv/ds=-\kappa_i$. The length element along the path is therefore multiplied by $1-\sum_i\kappa_iq_i$. A harmonic mode of angular frequency $\omega_i$ has the variance $(\hbar/2\omega_i)\coth(\hbar\omega_i/2k_BT)$. At 500~K the rms amplitudes are 0.37, 0.15 and $0.10\ \mathrm{amu^{1/2}\,\AA}$, and the rms value of $\sum_i\kappa_iq_i$ is 0.10. The same amplitudes change the barrier curvature $\lambda_1+\sum_iF_{i11}q_i$ by an rms amount of $1.8\ \mathrm{eV\,amu^{-1}\,\AA^{-2}}$, which is 34\% of $|\lambda_1|$. This change is linear in the $q_i$ and averages to zero, so its size alone does not measure the error of treating the reaction mode as separate. Averaged over a Gaussian spread of this width in $|\lambda_1|$, the tunnelling factor rises only from 1.75 to about 1.81.

\subsection{Relation to precursor reactions}

The barrier, wavenumbers and temperature are round illustrative values, chosen with one kind of reaction in mind: a surface hydroxyl group transfers hydrogen to an alkyl ligand of a metal precursor during film growth. The cubic constants are chosen round numbers and are not computed for any precursor. The double well is symmetric, whereas the reactants and products of such a transfer differ in energy. This asymmetry leaves $\kappa_i$ unchanged at fixed $\lambda_a$ and $F_{i11}$, but $F_{111}$ then adds a term $c_iq_1^3$ to $q_i$. Carrying Eq.~\eqref{eq:ratio} one order further, with $F_{111}$ as the sole addition, gives $3c_i=\lambda_ic_i/\lambda_1-\kappa_iF_{111}/(2\lambda_1)$, and so $c_i=\kappa_iF_{111}/[2(\lambda_i+3|\lambda_1|)]$. Relative to the parabola the change is $F_{111}q_1/(\lambda_i+3|\lambda_1|)$. With the magnitude 16.7 found for the chain, it amounts to 6\% for mode 4 and 10\% for mode 2 at $q_1=0.1\ \mathrm{amu^{1/2}\,\AA}$. These figures cover $F_{111}$ alone. An asymmetric surface also has the constants $F_{i1j}$ and $\partial^4V/\partial q_i\partial q_1^3$, which enter at the same order $q_1^3$. In the chain the $F_{111}$ term gives 11\% at this distance, while the full odd correction is about twice as large. Errors in the computed saddle matter as well. At fixed $F_{i11}$ and $\lambda_i$, an imaginary wavenumber 10\% too large lowers $|\kappa_4|$ by about 10\% and $|\kappa_2|$ by about 19\% to first order (9.5\% and 17\% in full), and a relative error in $F_{i11}$ passes unchanged into $\kappa_i$. The remaining digits are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
MORSE CHAIN (test system)
masses [amu]: 15.0  1.0  17.0
Morse depths [eV]: 4.0  4.4
Morse exponent [1/A]: 2.0
Morse bond length [A]: 1.0
tether constant [eV/A^2]: 20.0
anchor positions [A]: 0.0  3.3
saddle positions [A]: 0.1995  1.5718  3.1005
Hessian eigenvalues [eV/(amu A^2)]: -4.6479  1.0981  1.2940
F_111, F_211, F_311 [eV amu^-3/2 A^-3]: -16.6821  -6.0984  5.5317
kappa_i, formula [amu^-1/2 A^-1]: 0.58673  -0.52236
kappa_i, integrated path [amu^-1/2 A^-1]: 0.58673  -0.52236
valley-floor curvature [amu^-1/2 A^-1]: 5.5535  -4.2747
slow-trajectory curvature, formula [amu^-1/2 A^-1]: 0.30973  -0.27818
slow-trajectory curvature, integrated [amu^-1/2 A^-1]: 0.30973  -0.27818
WORKED EXAMPLE
reaction-mode wavenumber, imaginary [cm^-1]: 1200
transverse wavenumbers [cm^-1]: 300  900  1700
F_i11 [eV amu^-3/2 A^-3]: 1.0  6.0  -15.0
barrier [eV]: 0.70
temperature [K]: 500
lambda_1 [eV/(amu A^2)]: -5.2954
lambda_i [eV/(amu A^2)]: 0.3310  2.9787  10.6277
lambda_i + 2|lambda_1| [eV/(amu A^2)]: 10.9219  13.5696  21.2185
kappa_i, formula [amu^-1/2 A^-1]: -0.0916  -0.4422  0.7069
kappa_i, integrated path [amu^-1/2 A^-1]: -0.0916  -0.4422  0.7069
total curvature [amu^-1/2 A^-1]: 0.8388
total curvature [amu^-1/2 bohr^-1]: 0.4439
radius of curvature [amu^1/2 A]: 1.1921
valley-floor curvatures [amu^-1/2 A^-1]: -3.0215  -2.0143  1.4114
kappa_i / valley-floor curvature: 0.0303  0.2195  0.5009
slow-trajectory curvatures [amu^-1/2 A^-1]: -0.0465  -0.2483  0.4716
total, valley floor [amu^-1/2 A^-1]: 3.8960
total, slow trajectory [amu^-1/2 A^-1]: 0.5350
false limit on eigenvector line [amu^-1/2 A^-1]: -0.0885  -0.2479  -1.4261
q_1 of the wells, plus and minus [amu^1/2 A]: 0.7272
q_1=0.1: transverse shift path, parabola [amu^1/2 A]: 0.00426  0.00419  vector error [%]: 1.5
q_1=0.2: transverse shift path, parabola [amu^1/2 A]: 0.01785  0.01678  vector error [%]: 6.1
q_1=0.3: transverse shift path, parabola [amu^1/2 A]: 0.04379  0.03775  vector error [%]: 14.0
tunnelling crossover temperature [K]: 274.8
parabolic-barrier tunnelling factor at 500 K: 1.748
rms transverse amplitudes at 500 K [amu^1/2 A]: 0.3717  0.1475  0.1003
rms of sum kappa_i q_i at 500 K (no unit): 0.1022
\end{verbatim}
